# What the level-shifted Roothaan step minimizes: a numerical check

```python
"""
Result under test: filling the N lowest eigenvectors of F - b*Pk minimizes
    tr F(P - Pk) + (b/2) ||P - Pk||^2   over rank-N projectors P,
so a level-shifted SCF step is a proximal-linearized (trust-region) step.
F: Fock matrix at the old projector Pk; b: level shift; ||.||: Frobenius norm.
gap: lowest empty minus highest filled eigenvalue of the shifted matrix.
L: bound on the energy curvature, <D, G D> <= L ||D||^2.
The convention is dE = tr F dP (spin orbitals). For a closed shell with
spatial projector P the model is 2 tr F(P - Pk) + b ||P - Pk||^2.
Algebra in atomic units, printed energies in eV, lengths in angstrom.
"""
import numpy as np
from scipy.linalg import eigh, expm
from scipy.optimize import minimize
from scipy.constants import physical_constants, angstrom
from pyscf import gto, scf, lib

lib.num_threads(1)
EV = physical_constants["Hartree energy in eV"][0]
BOHR = physical_constants["Bohr radius"][0] / angstrom
rng = np.random.default_rng(7)


def fill(matrix, n_occ):
    """Projector on the n_occ lowest eigenvectors, and the gap above them."""
    values, vectors = np.linalg.eigh(matrix)
    occ = vectors[:, :n_occ]
    return occ @ occ.T, values[n_occ] - values[n_occ - 1]


def norm2(matrix):
    return float(np.sum(matrix * matrix))


def commutator(a, b):
    return a @ b - b @ a


# ---- Random matrices: direct minimization over projectors -----------------
n, n_occ, shift = 6, 2, 2.0
F = rng.normal(size=(n, n))
F = (F + F.T) / 2
frame = np.linalg.qr(rng.normal(size=(n, n)))[0]
Pk = frame[:, :n_occ] @ frame[:, :n_occ].T
P_new, gap = fill(F - shift * Pk, n_occ)


def projector(z):
    """Rank-n_occ projector from unconstrained real parameters."""
    z = z.reshape(n - n_occ, n_occ)
    q = np.linalg.qr(frame[:, :n_occ] + frame[:, n_occ:] @ z)[0]
    return q @ q.T


def linear(P):
    return float(np.trace(F @ (P - Pk)))


def model(P):
    return linear(P) + shift / 2 * norm2(P - Pk)


n_par = (n - n_occ) * n_occ
runs = [minimize(lambda z: model(projector(z)), rng.normal(size=n_par))
        for _ in range(6)]
best = min(runs, key=lambda r: r.fun)
assert abs(best.fun - model(P_new)) < 1e-7
assert np.sqrt(norm2(projector(best.x) - P_new)) < 1e-3

# The same projector minimizes the linear model inside the ball it defines.
radius2 = norm2(P_new - Pk)
ball = {"type": "ineq",
        "fun": lambda z: radius2 - norm2(projector(z) - Pk)}
values = []
for _ in range(10):
    r = minimize(lambda z: linear(projector(z)), 0.1 * rng.normal(size=n_par),
                 method="SLSQP", constraints=[ball],
                 options={"ftol": 1e-12, "maxiter": 500})
    if ball["fun"](r.x) > -1e-6:
        values.append(r.fun)
assert abs(min(values) - linear(P_new)) < 1e-5

# Margin inequality for the filled projector, on random competitors.
A = F - shift * Pk
for _ in range(2000):
    Q = projector(rng.normal(size=n_par) * rng.choice([0.1, 1.0, 10.0]))
    assert np.trace(A @ (Q - P_new)) >= gap / 2 * norm2(Q - P_new) - 1e-10

# Large shift: the remainder after the steepest-descent term falls as 1/b^2.
remainder = []
for big in (2000.0, 4000.0):
    step = fill(F - big * Pk, n_occ)[0] - Pk
    descent = -commutator(commutator(F, Pk), Pk) / big
    remainder.append(np.sqrt(norm2(step - descent)))
assert abs(remainder[0] / remainder[1] - 4) < 0.1

# Commuting case: step length jumps at b = 1; all lengths are tied there.
F2, upper = np.diag([0.0, 1.0]), np.diag([0.0, 1.0])
assert abs(norm2(fill(F2 - 0.9 * upper, 1)[0] - upper) - 2) < 1e-12
assert norm2(fill(F2 - 1.1 * upper, 1)[0] - upper) < 1e-12
for angle in np.linspace(0, np.pi / 2, 9):
    v = np.array([np.sin(angle), np.cos(angle)])
    D = np.outer(v, v) - upper
    assert abs(np.trace(F2 @ D) + 0.5 * norm2(D)) < 1e-12

# ---- Two-site model, energies in eV ---------------------------------------
t, U = 1.0, 6.0
hop = np.array([[0.0, -t], [-t, 0.0]])


def site_energy(P):
    return np.trace(hop @ P) + U / 2 * np.sum(np.diag(P) ** 2)


def site_step(P, b):
    return fill(hop + U * np.diag(np.diag(P)) - b * P, 1)


def polarized(c):
    s = np.sqrt(1 - c * c)
    return 0.5 * np.array([[1 + c, s], [s, 1 - c]])


print(f"Two-site model: t = {t:.1f} eV, U = {U:.1f} eV")
print(f"threshold shift (U-2t)/2 = {(U - 2 * t) / 2:.2f} eV")
start = polarized(0.1)
E_start = site_energy(start)
E_plain = site_energy(site_step(start, 0.0)[0])
assert E_plain > E_start
print(f"start c = 0.1: energy {E_start:.4f} eV")
print(f"after one unshifted step: {E_plain:.4f} eV")
print("b/eV  factor for small c  final |c|  last step length")
for b in (0.0, 1.0, 3.0, 6.0):
    tiny = 1e-4
    P1, _ = site_step(polarized(tiny), b)
    factor = (P1[0, 0] - P1[1, 1]) / tiny
    assert abs(factor + (U - b) / (2 * t + b)) < 1e-5
    assert abs(site_step(polarized(0.0), b)[1] - (2 * t + b)) < 1e-10
    P = start
    for _ in range(300):
        old = P
        P, g = site_step(old, b)
        drop = (b + g - U) / 2 * norm2(P - old)
        assert site_energy(P) - site_energy(old) <= -drop + 1e-10
    c_end = abs(P[0, 0] - P[1, 1])
    if b < (U - 2 * t) / 2:
        assert abs(c_end - np.sqrt(1 - (2 * t / (U - 2 * b)) ** 2)) < 1e-8
    else:
        assert c_end < 1e-8
    length = np.sqrt(norm2(P - old))
    print(f"{b:4.1f}  {factor + 0.0:9.4f}  {c_end:8.4f}  {length:8.4f}")

# ---- Water, restricted Hartree-Fock, 6-31G --------------------------------
r_oh, angle_deg = 1.00, 105.0
half = np.radians(angle_deg) / 2
x, y = r_oh * np.sin(half) / BOHR, r_oh * np.cos(half) / BOHR
mol = gto.M(atom=[["O", (0, 0, 0)], ["H", (x, y, 0)], ["H", (-x, y, 0)]],
            basis="6-31g", unit="Bohr", verbose=0)
S = mol.intor("int1e_ovlp")
h_ao = scf.hf.get_hcore(mol)
s_val, s_vec = np.linalg.eigh(S)
X = s_vec @ np.diag(s_val ** -0.5) @ s_vec.T
S_half = s_vec @ np.diag(s_val ** 0.5) @ s_vec.T
h = X @ h_ao @ X
eri = np.einsum("pqrs,pi,qj,rk,sl->ijkl", mol.intor("int2e"), X, X, X, X,
                optimize=True)
nb, pairs = len(h), mol.nelectron // 2
exchange = eri.transpose(0, 2, 1, 3)
kernel = (2 * eri - exchange).reshape(nb * nb, nb * nb)


def response(P):
    return (kernel @ P.reshape(-1)).reshape(nb, nb)


def fock(P):
    G = response(P)
    return h + (G + G.T) / 2


def energy(P):
    return mol.energy_nuc() + 2 * np.sum(h * P) + np.sum(P * response(P))


# Curvature bound on traceless symmetric changes of the projector.
sym_kernel = (2 * eri - (exchange + exchange.transpose(0, 1, 3, 2)) / 2)
sym_kernel = sym_kernel.reshape(nb * nb, nb * nb)
unit = np.eye(nb).reshape(-1) / np.sqrt(nb)
traceless = np.eye(nb * nb) - np.outer(unit, unit)
L = np.linalg.eigvalsh(traceless @ sym_kernel @ traceless)[-1]

mf = scf.RHF(mol)
mf.conv_tol = 1e-11
E_ref = mf.kernel()
assert mf.converged
P_ref = S_half @ mf.make_rdm1() @ S_half / 2
assert abs(energy(P_ref) - E_ref) < 1e-8

P0, _ = fill(h, pairs)
F0, E0 = fock(P0), energy(P0)


def random_generator():
    K = rng.normal(size=(nb, nb))
    K = K - K.T
    return K / np.sqrt(norm2(K))


# Energy gradient along rotations, by central differences.
for _ in range(5):
    K, eps = random_generator(), 1e-4
    R = expm(eps * K)
    slope = (energy(R @ P0 @ R.T) - energy(R.T @ P0 @ R)) / (2 * eps)
    assert abs(slope - 2 * np.trace(F0 @ commutator(K, P0))) < 1e-5

# Closed-shell prefactors: the shifted step beats rotated neighbours.
b = 20 / EV
P1, _ = fill(F0 - b * P0, pairs)


def closed_model(P):
    return 2 * np.trace(F0 @ (P - P0)) + b * norm2(P - P0)


for _ in range(200):
    R = expm(1e-3 * random_generator())
    for rot in (R, R.T):
        assert closed_model(rot @ P1 @ rot.T) >= closed_model(P1) - 1e-11

# The same step in the nonorthogonal atomic-orbital basis.
D0 = X @ P0 @ X
F_ao = S_half @ F0 @ S_half
C = eigh(F_ao - b * S @ D0 @ S, S)[1][:, :pairs]
assert np.allclose(C @ C.T, X @ P1 @ X, atol=1e-8)

print(f"Water RHF/6-31G: O-H {r_oh:.2f} angstrom, angle {angle_deg:.0f} deg")
print(f"basis functions {nb}, electron pairs {pairs}")
print(f"curvature bound L = {L * EV:.2f} eV = {L:.4f} hartree")
print(f"energy of core-Hamiltonian start = {E0 * EV:.3f} eV")
print("First step; length is the spin-orbital Frobenius distance")
print("b/eV  length  gap/eV  linear/eV  true/eV  upper bound/eV")
last_length = np.inf
for b_ev in sorted([0.0, 10.0, 20.0, 40.0, 80.0, L * EV]):
    b = b_ev / EV
    P1, g = fill(F0 - b * P0, pairs)
    D = P1 - P0
    d2 = 2 * norm2(D)
    lin, true = 2 * np.sum(F0 * D), energy(P1) - E0
    bound = -(b + g - L) / 2 * d2
    assert abs(true - lin - np.sum(D * response(D))) < 1e-9
    assert lin <= -(b + g) / 2 * d2 + 1e-9
    assert true <= bound + 1e-9
    assert np.sqrt(d2) <= last_length + 1e-10
    last_length = np.sqrt(d2)
    print(f"{b_ev:6.2f} {last_length:7.4f} {g * EV:7.2f} {lin * EV:9.3f}"
          f" {true * EV:9.3f} {bound * EV:9.3f}")


def iterate(b, max_steps=3000):
    P, E, rises = P0, E0, 0
    for count in range(max_steps + 1):
        Fk = fock(P)
        residual = np.sqrt(norm2(commutator(Fk, P)))
        if residual < 1e-7 or count == max_steps:
            return P, E, rises, count, residual
        P, _ = fill(Fk - b * P, pairs)
        E_next = energy(P)
        rises += int(E_next > E + 1e-9)
        E = E_next


print("Full iteration (limit 3000 steps); residual is ||[F,P]||")
print("b/eV  steps  energy rises  residual/eV  final energy/eV")
for b in (0.0, 10 / EV, 20 / EV, L):
    P, E, rises, count, residual = iterate(b)
    print(f"{b * EV:6.2f} {count:5d} {rises:5d} {residual * EV:10.2e}"
          f" {E * EV:13.5f}")
assert rises == 0 and residual < 1e-7
_, final_gap = fill(fock(P), pairs)
aufbau_change = np.sqrt(norm2(fill(fock(P), pairs)[0] - P))
print(f"b = L: final energy = {E * EV:.5f} eV = {E:.7f} hartree")
print(f"minus independent SCF energy = {(E - E_ref) * EV:.2e} eV")
print(f"unshifted gap at the end = {final_gap * EV:.3f} eV")
print(f"distance to its unshifted aufbau projector = {aufbau_change:.1e}")
print("OK")
```

Output:

```
Two-site model: t = 1.0 eV, U = 6.0 eV
threshold shift (U-2t)/2 = 2.00 eV
start c = 0.1: energy 0.5200 eV
after one unshifted step: 0.6660 eV
b/eV  factor for small c  final |c|  last step length
 0.0    -3.0000    0.9428    1.3333
 1.0    -1.6667    0.8660    1.2247
 3.0    -0.6000    0.0000    0.0000
 6.0     0.0000    0.0000    0.0000
Water RHF/6-31G: O-H 1.00 angstrom, angle 105 deg
basis functions 13, electron pairs 5
curvature bound L = 129.31 eV = 4.7522 hartree
energy of core-Hamiltonian start = -1892.741 eV
First step; length is the spin-orbital Frobenius distance
b/eV  length  gap/eV  linear/eV  true/eV  upper bound/eV
  0.00  3.4383    0.22  -272.466   -34.376   763.084
 10.00  3.2579    0.34  -269.462   -94.871   631.347
 20.00  2.9493    0.46  -254.258  -141.798   473.431
 40.00  2.0293    9.89  -188.130  -168.283   163.523
 80.00  1.1647   43.16  -112.182  -112.600     4.172
129.31  0.7427   89.75   -72.193   -73.529   -24.755
Full iteration (limit 3000 steps); residual is ||[F,P]||
b/eV  steps  energy rises  residual/eV  final energy/eV
  0.00    38     0   2.56e-06   -2067.52888
 10.00    32     0   2.42e-06   -2067.52888
 20.00    47     0   2.62e-06   -2067.52888
129.31   175     0   2.70e-06   -2067.52888
b = L: final energy = -2067.52888 eV = -75.9802848 hartree
minus independent SCF energy = 3.87e-13 eV
unshifted gap at the end = 18.844 eV
distance to its unshifted aufbau projector = 1.3e-07
OK
```
